# Loss of the Homogeneous Barrier in a Tilted Double Well: a numerical check

```python
# Result under test: for the free-energy density
#     f(c) = W c^2 (1-c)^2 - g c^2 (3-2c),   0 <= c <= 1,
# the insulating state c = 0 loses its barrier to uniform conversion
# into the conducting state c = 1 at g = W/3.
# W: well parameter, g: driving energy density (both eV/nm^3),
# kappa: gradient coefficient (eV/nm), u = 3 g / W: reduced tilt.
# Example: phase-change memory plug with rough typical parameters.
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import solve_ivp, simpson
from scipy.optimize import minimize_scalar

W = 3.0
kappa = 0.96
g0 = 0.6
temperature = 450.0
melting_temperature = 900.0
thickness = 20.0
diameter = 20.0
permittivity_insulating = 15.0
permittivity_conducting = 35.0
threshold_field = 0.5          # MV/cm
young_modulus = 35.0           # GPa
poisson_ratio = 0.3
transformation_strain = 0.02
heating = 100.0                # K
eV = const.e
kT = const.k * temperature / eV


def density(c, g):
    return W * c**2 * (1 - c)**2 - g * c**2 * (3 - 2 * c)


def barrier_formula(g):
    u = 3 * g / W
    return W * (1 - u)**3 * (3 + u) / 48


# Symbolic derivatives from the definition against the factorized forms.
cs, ws, gs = sp.symbols("c W g", real=True)
fs = ws * cs**2 * (1 - cs)**2 - gs * cs**2 * (3 - 2 * cs)
slope = sp.diff(fs, cs)
assert sp.expand(slope - 2*cs*(1-cs)*(ws*(1-2*cs) - 3*gs)) == 0
assert sp.expand(sp.diff(slope, cs).subs(cs, 0) - (2*ws - 6*gs)) == 0
assert sp.expand(sp.diff(slope, cs).subs(cs, 1) - (2*ws + 6*gs)) == 0
assert sp.expand(slope.subs(gs, ws/3) + 4*ws*cs**2*(1-cs)) == 0

# Barrier height and position by direct numerical maximization.
for g in (-0.5, 0.0, 0.3, 0.6, 0.9):
    top = minimize_scalar(lambda c: -density(c, g), bounds=(0, 1),
                          method="bounded", options={"xatol": 1e-10})
    assert abs(-top.fun - barrier_formula(g)) < 1e-9
    assert abs(top.x - (1 - 3 * g / W) / 2) < 1e-5


# Limit found by bisection: does f rise above f(0) anywhere?
def numerical_limit(extra=0.0):
    grid = np.geomspace(1e-6, 1.0, 4000)
    low, high = 0.0, W
    for _ in range(50):
        g = (low + high) / 2
        if np.max(density(grid, g) + extra * grid**2) > 0:
            low = g
        else:
            high = g
    return (low + high) / 2


g_limit = W / 3
g_found = numerical_limit()
assert abs(g_found - g_limit) < 1e-5 * W


# Overdamped flow from a small seed, slope taken by finite difference.
def final_state(g, seed=0.01, step=1e-5):
    def rate(t, y):
        return -(density(y + step, g) - density(y - step, g)) / (2 * step)
    run = solve_ivp(rate, (0, 400 / W), [seed], rtol=1e-8, atol=1e-10)
    return run.y[0, -1]


flow_below = final_state(0.32 * W)
flow_at = final_state(W / 3)
flow_above = final_state(0.34 * W)
assert abs(flow_below) < 1e-4
assert abs(flow_at - 1) < 1e-4 and abs(flow_above - 1) < 1e-4

# Stiffness of a periodic chain about c = 0 from energy differences.
sites, spacing, h = 20, 0.5, 1e-4


def chain_energy(c):
    jump = np.roll(c, -1) - c
    return np.sum(density(c, g0) + kappa / 2 * (jump / spacing)**2)


unit = np.eye(sites) * h
hessian = np.array([[(chain_energy(a + b) - chain_energy(a - b)
                      - chain_energy(b - a) + chain_energy(-a - b))
                     / (4 * h * h) for b in unit] for a in unit])
stiffness, modes = np.linalg.eigh(hessian)
curvature = 2 * W - 6 * g0
wave = 2 * np.pi / (sites * spacing)
assert abs(stiffness[0] - curvature) < 1e-5
assert np.ptp(modes[:, 0]) < 1e-4
# The finite spacing changes k^2 by about (k*spacing)^2/12, below 1 percent.
assert abs((stiffness[1] - stiffness[0]) / (kappa * wave**2) - 1) < 0.02

# A linear tilt -g c has another limit: count real stationary points.
low, high = 0.0, W
for _ in range(50):
    g = (low + high) / 2
    roots = np.roots([4 * W, -6 * W, 2 * W, -g])
    if np.all(np.abs(roots.imag) < 1e-10):
        low = g
    else:
        high = g
linear_limit = (low + high) / 2
assert abs(linear_limit - W / (3 * np.sqrt(3))) < 1e-6

# Flat wall at g = 0: profile equation and energy from the definition.
wall_length = np.sqrt(kappa / (2 * W))
wall_energy = W * wall_length / 3
x = np.linspace(-12, 12, 12001)
profile = 1 / (1 + np.exp(-x / wall_length))
gradient = np.gradient(profile, x)
bend = np.gradient(gradient, x)
force = 2 * W * profile * (1 - profile) * (1 - 2 * profile)
assert np.max(np.abs(kappa * bend - force)[5:-5]) < 1e-3
direct_wall = simpson(kappa / 2 * gradient**2 + density(profile, 0.0), x=x)
assert abs(direct_wall / wall_energy - 1) < 1e-4


# Spherical critical nucleus by shooting; radius in units of wall_length.
def nucleus(u):
    gap = 1 - u

    def equations(s, y):
        c, dc = y
        return [dc, c * (1 - c) * (gap - 2 * c) - 2 * dc / s]

    def crosses(s, y):
        return y[0]

    def turns(s, y):
        return y[1]

    crosses.terminal, crosses.direction = True, -1
    turns.terminal, turns.direction = True, 1

    def shoot(center, dense=False):
        s0 = 1e-3
        pull = center * (1 - center) * (gap - 2 * center)
        start = [center + pull * s0**2 / 6, pull * s0 / 3]
        return solve_ivp(equations, (s0, 60 / np.sqrt(gap)), start,
                         method="DOP853", rtol=1e-9, atol=1e-13,
                         events=(crosses, turns), dense_output=dense)

    low, high = 0.6 * gap, 1 - 1e-9
    assert len(shoot(low).t_events[0]) == 0
    assert len(shoot(high).t_events[0]) == 1
    for _ in range(45):
        center = (low + high) / 2
        if len(shoot(center).t_events[0]):
            high = center
        else:
            low = center
    run = shoot(low, dense=True)
    s = np.linspace(run.t[0], run.t[-1], 8001)
    c, dc = run.sol(s)
    scale = 4 * np.pi * W * wall_length**3
    gradient_part = scale * simpson(s**2 * dc**2, x=s)
    local_part = scale * simpson(s**2 * density(c, u * W / 3) / W, x=s)
    # Stationarity under a change of length scale is an independent check.
    assert abs(gradient_part + 3 * local_part) < 2e-3 * gradient_part
    return gradient_part + local_part, low


def classical_barrier(g):
    return 16 * np.pi * wall_energy**3 / (3 * g**2)


u0 = 3 * g0 / W
nucleus_barrier, nucleus_center = nucleus(u0)
weak_barrier, _ = nucleus(0.2)
weak_ratio = weak_barrier / classical_barrier(0.2 * W / 3)
ratio = nucleus_barrier / classical_barrier(g0)
assert abs(weak_ratio - 1) < 0.15
assert abs(weak_ratio - 1) < abs(ratio - 1)
near, _ = nucleus(1 - 0.002)
nearer, _ = nucleus(1 - 0.0005)
exponent = np.log(near / nearer) / np.log(4)
assert abs(exponent - 1.5) < 0.03

# Field that removes the barrier, first in atomic units.
bohr_nm = const.physical_constants["Bohr radius"][0] * 1e9
hartree = const.physical_constants["Hartree energy in eV"][0]
field_unit = const.physical_constants["atomic unit of electric field"][0]
contrast = permittivity_conducting - permittivity_insulating
deficit = g_limit - g0
deficit_au = deficit * bohr_nm**3 / hartree
critical_field = np.sqrt(8*np.pi*deficit_au/contrast) * field_unit / 1e8
critical_voltage = critical_field * thickness / 10
volume = np.pi * diameter**2 / 4 * thickness


# Independent SI check: minimize capacitor plus battery over the charge.
def capacitor_energy(permittivity):
    area = np.pi * (diameter * 1e-9)**2 / 4
    cap = const.epsilon_0 * permittivity * area / (thickness * 1e-9)
    best = minimize_scalar(
        lambda n: n**2 * eV / (2 * cap) - n * critical_voltage)
    return best.fun


field_gain = (capacitor_energy(permittivity_insulating)
              - capacitor_energy(permittivity_conducting)) / volume
assert abs(field_gain / deficit - 1) < 1e-6
gain_at_threshold = deficit * (threshold_field / critical_field)**2

# Clamped film: elastic energy minimized over the free normal strain.
GPa = 1e9 * 1e-27 / eV
shear = young_modulus / (2 * (1 + poisson_ratio))
lame = young_modulus * poisson_ratio / (
    (1 + poisson_ratio) * (1 - 2 * poisson_ratio))
e0 = transformation_strain


def elastic_energy(normal):
    trace = -2 * e0 + normal
    return GPa * (lame*trace**2/2 + shear*(2*e0**2 + normal**2))


strain_energy = minimize_scalar(elastic_energy).fun
biaxial = young_modulus / (1 - poisson_ratio)
assert abs(strain_energy / (biaxial * e0**2 * GPa) - 1) < 1e-6
strained_limit = (W + strain_energy) / 3
assert abs(numerical_limit(strain_energy) - strained_limit) < 1e-5 * W

# Thermal spread and heating, with the stated simple estimates.
correlation = np.sqrt(kappa / curvature)
sphere = 4 * np.pi * correlation**3 / 3
thermal_spread = np.sqrt(kT / (curvature * sphere))
g_hot = g0 * (melting_temperature - temperature - heating) / (
    melting_temperature - temperature)
uniform_barrier = barrier_formula(g0)

print(f"W = {W:.2f} eV/nm^3")
print(f"kappa = {kappa:.2f} eV/nm")
print(f"driving energy g0 = {g0:.2f} eV/nm^3")
print(f"temperature = {temperature:.0f} K, kT = {kT:.4f} eV")
print(f"melting temperature, rough = {melting_temperature:.0f} K")
print(f"plug thickness = {thickness:.0f} nm, diameter = {diameter:.0f} nm")
print(f"plug volume = {volume:.0f} nm^3")
print(f"limit W/3 = {g_limit:.4f} eV/nm^3 = {g_limit/1000:.6f} eV/A^3")
print(f"limit found by bisection = {g_found:.5f} eV/nm^3")
print(f"limit for linear tilt = {linear_limit:.4f} eV/nm^3")
for g in (0.0, 0.3, 0.6, 0.9, 1.0):
    print(f"barrier at g = {g:.1f} eV/nm^3: {barrier_formula(g):.6f} eV/nm^3")
print(f"reduced tilt u at g0 = {u0:.2f}")
print(f"barrier position c* at g0 = {(1-u0)/2:.3f}")
print(f"curvature at c=0 for g0 = {curvature:.3f} eV/nm^3")
print(f"seed 0.01, g = 0.32 W, final c = {abs(flow_below):.4f}")
print(f"seed 0.01, g = W/3, final c = {flow_at:.4f}")
print(f"seed 0.01, g = 0.34 W, final c = {flow_above:.4f}")
print(f"uniform barrier of whole plug = {uniform_barrier*volume:.1f} eV")
print(f"wall length = {wall_length:.3f} nm")
print(f"wall energy = {wall_energy:.3f} eV/nm^2")
print(f"nucleus barrier, numerical = {nucleus_barrier:.3f} eV")
print(f"nucleus barrier / kT = {nucleus_barrier/kT:.1f}")
print(f"c at nucleus center = {nucleus_center:.3f}")
print(f"nucleus barrier, sharp wall = {classical_barrier(g0):.3f} eV")
print(f"numerical/sharp ratio at u=0.6: {ratio:.3f}")
print(f"numerical/sharp ratio at u=0.2: {weak_ratio:.3f}")
print(f"nucleus exponent near limit = {exponent:.3f}")
print(f"equal-barrier volume = {nucleus_barrier/uniform_barrier:.0f} nm^3")
print(f"relative permittivity, insulating = {permittivity_insulating:.0f}")
print(f"relative permittivity, conducting = {permittivity_conducting:.0f}")
print(f"missing driving energy = {deficit:.3f} eV/nm^3")
print(f"field removing barrier = {critical_field:.2f} MV/cm")
print(f"voltage removing barrier = {critical_voltage:.1f} V")
print(f"threshold field, rough = {threshold_field:.1f} MV/cm")
print(f"field gain at threshold = {gain_at_threshold:.5f} eV/nm^3")
print(f"Young modulus = {young_modulus:.0f} GPa, Poisson = {poisson_ratio}")
print(f"biaxial modulus = {biaxial:.1f} GPa, strain = {e0:.3f}")
print(f"clamping energy = {strain_energy:.3f} eV/nm^3")
print(f"limit with clamping = {strained_limit:.3f} eV/nm^3")
print(f"correlation length = {correlation:.3f} nm")
print(f"thermal spread of c, upper bound = {thermal_spread:.3f}")
print(f"g after heating by {heating:.0f} K = {g_hot:.3f} eV/nm^3")
print("finished without a failed check")
```

It prints:

```
W = 3.00 eV/nm^3
kappa = 0.96 eV/nm
driving energy g0 = 0.60 eV/nm^3
temperature = 450 K, kT = 0.0388 eV
melting temperature, rough = 900 K
plug thickness = 20 nm, diameter = 20 nm
plug volume = 6283 nm^3
limit W/3 = 1.0000 eV/nm^3 = 0.001000 eV/A^3
limit found by bisection = 1.00000 eV/nm^3
limit for linear tilt = 0.5774 eV/nm^3
barrier at g = 0.0 eV/nm^3: 0.187500 eV/nm^3
barrier at g = 0.3 eV/nm^3: 0.070744 eV/nm^3
barrier at g = 0.6 eV/nm^3: 0.014400 eV/nm^3
barrier at g = 0.9 eV/nm^3: 0.000244 eV/nm^3
barrier at g = 1.0 eV/nm^3: 0.000000 eV/nm^3
reduced tilt u at g0 = 0.60
barrier position c* at g0 = 0.200
curvature at c=0 for g0 = 2.400 eV/nm^3
seed 0.01, g = 0.32 W, final c = 0.0000
seed 0.01, g = W/3, final c = 1.0000
seed 0.01, g = 0.34 W, final c = 1.0000
uniform barrier of whole plug = 90.5 eV
wall length = 0.400 nm
wall energy = 0.400 eV/nm^2
nucleus barrier, numerical = 1.800 eV
nucleus barrier / kT = 46.4
c at nucleus center = 0.742
nucleus barrier, sharp wall = 2.979 eV
numerical/sharp ratio at u=0.6: 0.604
numerical/sharp ratio at u=0.2: 0.961
nucleus exponent near limit = 1.501
equal-barrier volume = 125 nm^3
relative permittivity, insulating = 15
relative permittivity, conducting = 35
missing driving energy = 0.400 eV/nm^3
field removing barrier = 8.51 MV/cm
voltage removing barrier = 17.0 V
threshold field, rough = 0.5 MV/cm
field gain at threshold = 0.00138 eV/nm^3
Young modulus = 35 GPa, Poisson = 0.3
biaxial modulus = 50.0 GPa, strain = 0.020
clamping energy = 0.125 eV/nm^3
limit with clamping = 1.042 eV/nm^3
correlation length = 0.632 nm
thermal spread of c, upper bound = 0.123
g after heating by 100 K = 0.467 eV/nm^3
finished without a failed check
```
